Low-variance close-encounter yields in channelling by thermal-density weighting

**1. What goes wrong with counting**

To predict a backscattering yield in ion channelling, a trajectory calculation must find how often ions come close enough to an atom to be scattered into a detector. The direct method draws each atom's thermal displacement and counts hits. For 2 MeV He entering silicon along <100>, with a 5 msr detector at 170°, the hit area is 1.29×10⁻¹³ nm² if the target nucleus is treated as infinitely heavy; the recoil of silicon lowers it by 4%, to 1.24×10⁻¹³ nm². In the example below, one hit is then expected per 6 to 7×10¹⁰ simulated ions. Enlarging the hit area produces hits but changes the answer: a disc of radius 0.012 nm gives a yield of 0.034, where the small-area limit is 0.026.

The remedy is to add, at every crossing, the probability of a hit given the ion's position. The mean is unchanged. The variance falls under a condition that must be stated, because a hit also changes the rest of the trajectory.

**2. Model and conventions**

An ion of energy E crosses L counted atomic layers. At layer i its transverse position relative to the nearest lattice site is the vector **r**ᵢ. The atom there is displaced by **u**ᵢ, an isotropic Gaussian vector of rms σ along each transverse axis. Its density is

g(r) = exp(−r²/2σ²)/(2πσ²).

Four assumptions carry the argument:

- Each **u**ᵢ is independent of all earlier displacements.
- An ion meets each atom once.
- A collision changes the slope at the layer but not the position there.
- The energy is constant.

Hence **r**ᵢ depends on the starting point and on earlier displacements, but not on **u**ᵢ.

A hit means |**r**ᵢ − **u**ᵢ| < a. Let hᵢ be 1 for a hit and 0 otherwise, S = πa² the hit area, and n the number of atoms per unit area in one layer. A spatially uniform flux produces μ = LnS hits per ion on average. Dividing by μ therefore defines a yield equal to 1 for uniform flux. The two estimators for one ion are

Y_count = (1/μ) Σ hᵢ,  Y_weight = (1/μ) Σ pᵢ,

where pᵢ is the probability of a hit given the past.

**Deflection.** The screened potential is V(r) = (Z₁Z₂e²/r) Σ αₖ exp(−κₖr), with e² in Gaussian form. The Molière coefficients are α = (0.10, 0.55, 0.35) and κₖ = βₖ/a_s, with β = (6, 1.2, 0.3) and a_s the screening length. Along a straight path with impact parameter b, the transverse momentum gained is (1/v)∫F⊥dz. Dividing by the momentum p₀, and using p₀v = 2E, gives

θ(b) = −(1/2E) d/db ∫V dz.

Since ∫V dz = 2Z₁Z₂e² Σ αₖK₀(κₖb) and K₀′ = −K₁,

θ(b) = C Σ αₖκₖK₁(κₖb),  C = Z₁Z₂e²/E.

At small b, K₁(x) → 1/x and Σαₖ = 1, so θ → C/b, the unscreened result.

**3. The weight**

The vector **r** − **u** is Gaussian about **r**. Integrating its density over the disc in polar coordinates gives

p(r) = ∫₀ᵃ s ds ∫₀²π dφ exp[−(r² + s² − 2rs cos φ)/2σ²]/(2πσ²).

The angular integral of exp(rs cos φ/σ²) is 2πI₀(rs/σ²), so

p(r) = ∫₀ᵃ (s/σ²) exp[−(r² + s²)/2σ²] I₀(rs/σ²) ds.

For a small disc, expand g about **r** and average over the disc. The linear term vanishes by symmetry. The mean square radius is a²/2, hence a²/4 per axis, and the second-order term is ½(a²/4)∇²g:

p/S = g + (a²/8)∇²g + …,  ∇²g = g(r²/σ⁴ − 2/σ²).

In the limit a → 0, the contribution of one crossing to the yield is g(rᵢ)/n, averaged over the L layers. This is the thermal-density weight.

The finite-disc correction to the mean yield can have the opposite sign to ∇²g at the site. If f(**r**) is the ion flux, two integrations by parts over the periodic cell give ∫f∇²g = ∫g∇²f. One integration by parts turns this into ∫g(r/σ²)∂f/∂r. If the flux rises steadily outward from the string over the range of a few σ, a larger disc therefore raises the yield; a minimum at the centre alone does not guarantee it.

**4. Why the means agree**

By definition E[hᵢ | past] = pᵢ. Averaging over all pasts gives E[hᵢ] = E[pᵢ], and summing over layers gives

E[Y_count] = E[Y_weight].

Later deflections may depend on **u**ᵢ in any way. What matters is that pᵢ is evaluated before **u**ᵢ is used. The identity compares the same disc on both sides; it does not equate a finite-disc count with the point-density weight.

**5. When the variance is lower**

Let Dᵢ = hᵢ − pᵢ, M = ΣDᵢ and P = Σpᵢ. At one crossing, Dᵢ has zero mean given the past, so it is uncorrelated with pᵢ and

Var hᵢ = Var pᵢ + E[pᵢ(1 − pᵢ)].

Weighting therefore cannot have the larger variance at a single crossing.

For i < j, E[DᵢDⱼ] = E[Dᵢ E(Dⱼ | past)] = 0. The cross terms in Var M vanish, leaving

Var M = Σ E[pᵢ(1 − pᵢ)].

Since Σhᵢ = P + M,

Var Σhᵢ = Var P + Var M + 2 Cov(P, M).

The covariance need not vanish: a hit at layer i deflects the ion and changes pⱼ at later layers. Consider two crossings, with p₁ = 1/2, p₂ = 1 after a miss and p₂ = 0 after a hit. The number of hits is 1 in every history, so its variance is 0. The summed weight is 1/2 or 3/2 with equal probability: its mean is also 1, but its variance is 1/4. Here weighting is worse.

A bound on the covariance excludes such cases. Let pᵢ ≤ p_max and B = Lp_max, so 0 ≤ P ≤ B. Because E[Dᵢ] = 0, a constant may be subtracted from P:

|E[PDᵢ]| = |E[(P − B/2)Dᵢ]| ≤ (B/2)E|Dᵢ|.

Given the past, |Dᵢ| is 1 − pᵢ with probability pᵢ and pᵢ with probability 1 − pᵢ. Its mean is 2pᵢ(1 − pᵢ). Summing over i gives |Cov(P, M)| ≤ B Var M, hence

Var Σhᵢ − Var P ≥ (1 − 2Lp_max) Var M.

Weighting has strictly lower variance if Lp_max < 1/2 and hits are possible but not certain. Since g ≤ 1/(2πσ²), one may use p_max ≤ S/(2πσ²). The condition is sufficient, not necessary.

**Small-area limit.** When p ≪ 1, Var M ≈ E[P] = μχ, where χ is the mean yield. Dividing by μ² gives an excess variance

Var M/μ² ≈ χ/μ = χ/(LnS).

It grows as 1/S. The covariance term stays bounded, since 2B Var M/μ² ≤ χ/(πσ²n), which does not contain S. The variance of the weighted estimator also tends to a finite limit, so its advantage grows without bound as the hit area shrinks.

**6. Pseudocode**

```
tabulate b·θ(b)
for each ion:
    draw position uniformly in the layer cell
    set initial slope; sum = 0
    for each layer:
        find r to the nearest lattice site
        if layer is counted: sum += g(r)/n
        draw fresh displacements of nearby atoms
        for each nearby atom:
            b_vec = ion position − displaced atom
            slope += [b·θ(b)] b_vec / b²
        position += slope × layer spacing
    store Y = sum/L
χ = mean(Y)
standard error = sqrt(sample variance(Y)/number of ions)
```

To reproduce a finite disc, replace g(r)/n by p(r)/(nS). Hits may be recorded for comparison but must not enter the weighted sum.

For silicon <100> with lattice constant a₀, each layer is a square lattice of side a₀/√2 and successive layers are a₀/4 apart. In units of that side, the four layer offsets are (0,0), (½,0), (½,½), (0,½). The example lets the four surrounding atoms deflect the ion in each layer.

**7. Cost and numerical stability**

The work is proportional to ions × layers. Per layer it consists of four deflections, eight Gaussian numbers and one weight. The weight needs no extra trajectory, and storage is one running sum per ion.

The weights of one ion are correlated, because an ion near a string stays near it for many layers. In this geometry the ion meets a given string only every fourth layer. Weights four layers apart are therefore strongly correlated (about 0.9 in the example), while weights in adjacent layers are almost uncorrelated. The standard error must therefore come from per-ion sums, not from treating crossings as independent.

Three numerical points matter:

- θ(b) diverges at b = 0, but bθ(b) tends to C. Tabulate the latter, and put a small floor under b² in the kick.
- I₀ overflows in double precision at arguments above about 700; in the example rs/σ² stays below 60, but a much larger disc or a smaller σ can reach that range. Use exp(−x)I₀(x) with the factor exp[−(r − s)²/2σ²]; the product is the same integrand.
- The impulse formula assumes θ ≪ 1 and fails when b approaches C. Such collisions need the full scattering angle if their later paths matter.

**8. Worked example: 2 MeV He in silicon <100>**

The inputs are a₀ = 0.543 nm and σ = 0.0075 nm, rough values for silicon near room temperature. The screening length is the Thomas–Fermi value a_s = 0.0194 nm. They give n = 2/a₀² = 6.783 nm⁻² and a layer spacing of 0.1358 nm. The characteristic angle ψ = √(2C/a₀) is 8.617 mrad, so

C = ψ²a₀/2 = (8.617×10⁻³)² × 0.543/2 = 2.02×10⁻⁵ nm.

At b = 0.01 nm the unscreened angle C/b would be 2.02 mrad; screening lowers it to 1.56 mrad.

A parallel beam of 8000 ions crosses 800 layers. The first 100 are omitted to exclude the surface peak, leaving L = 700 layers between 13.6 and 108.5 nm. The point-density weight gives

χ = 0.0256 ± 0.0026.

All uncertainties here are one standard error. This χ is an average over the chosen depth window. Within the window the yield varies strongly, from below 0.01 in layers 100–150 to between 0.04 and 0.05 in layers 400–500, so another window gives another value. The same trajectories give, for three artificial discs:

- a = 0.003 nm: 36 hits, 28.1 expected from the weights; variance ratio count/weight 6.4.
- a = 0.006 nm: 124 hits, 119.6 expected; ratio 2.3.
- a = 0.012 nm: 570 hits, 590.2 expected; ratio 1.1.

Since Var M ≤ E[P], the standard deviation of hits minus expectation is at most the square root of the expected number. The first difference, 7.9, compares with √28.1 = 5.3; the other two are smaller than one such unit. None of these discs satisfies Lp_max < 1/2, so their lower variances are results of this run, not guaranteed by the bound. The ratios are themselves noisy. For the smallest disc, with only 36 hits, Var P + Var M predicts (0.054 + 0.190)/0.054 ≈ 4.5, and samples of 8000 ions scatter between about 3.5 and 6.5. For the largest disc the sampled value of 2 Cov(P, M)/μ² is −0.0053, beside a predicted Var M/μ² of 0.0118. The sampling error of the covariance was not computed, so its sign is not established. In the output, the entries labelled Var(M) and 2 Cov are already divided by μ².

The weighted yields for the three discs exceed the point value by 0.00056, 0.00222 and 0.00873. The two doublings of a multiply the excess by about 4.0 and 3.9, close to the factor 4 of the a² correction in section 3. The positive sign agrees with a flux that rises outward from the strings: in this model it grows steadily from about 0.01 at the site to about 0.15 at 0.04 nm.

**The real hit area.** For a heavy, unscreened target nucleus, the Rutherford area for solid angle Ω and scattering angle Θ is

S = Ω(C/4)²/sin⁴(Θ/2) = 1.29×10⁻¹³ nm².

These hits come from a small patch of impact-parameter vectors, not from a disc centred on the nucleus. Its distance from the nucleus, (C/2)cot(Θ/2) ≈ 9×10⁻⁷ nm, is far below σ, so the area alone matters. Now Lp_max ≤ 2.6×10⁻⁷, and the variance bound applies. The expected number of hits per ion is

χLnS = 0.0256 × 700 × 6.783 × 1.29×10⁻¹³ = 1.6×10⁻¹¹.

A 5% standard error requires about 1/0.05² = 400 hits, hence 2.6×10¹³ ions. Weighting needs (0.0537)/(0.05 × 0.0256)² ≈ 3.3×10⁴ ions, where 0.0537 is the sampled per-ion variance. The ratio is about 8×10⁸.

The remaining variance is not small: its square root, 0.23, is nine times the mean. It reflects differences between trajectories, which weighting does not remove. Nearly all of the yield comes from the 8% of ions that enter within 0.03 nm of a string. Sampling more starting points there reduces the variance, provided each ion is multiplied by the ratio of the true to the sampled starting density. With half of 12000 ions drawn from a Gaussian of one-axis rms 0.025 nm about the strings, the per-ion variance falls five- to sixfold, to about 0.01, and χ = 0.0223 ± 0.0009, which is 1.2 combined standard errors below the value above. Stratified starting points, with 10000 ions within 0.035 nm of a string and 2500 elsewhere, give 0.0239 ± 0.0007. The converged yield is therefore nearer 0.023 to 0.024, and the ion numbers derived from 0.0256 are good only to about 10%.

**9. Failure modes**

**A poor random reference.** A single off-axis direction need not give yield 1. With 4000 ions and 400 layers, a tilt of 120 mrad at one fixed azimuth gives 1.212 ± 0.009. Using it as the reference would lower the aligned yield by 17%. Focusing of flux by atoms nearly aligned along that direction is a possible cause, but the run does not identify it.

A sound reference fills transverse phase space. A kick maps (**r**, **t**) to (**r**, **t** + **k**(**r**)), where **t** is the slope; a drift maps it to (**r** + **t**Δz, **t**). Both have unit Jacobian, so a uniform filling of positions and slopes remains uniform and gives yield 1. With slopes uniform within ±120 mrad per axis, and the same numbers of ions and layers, the result is 1.009 ± 0.012. The edges of this finite window leave a small error in principle. It is simplest to normalize with the known n.

**Correlated vibrations.** If **u**ᵢ is correlated with earlier displacements, g is no longer the conditional density. A two-atom case shows the error. Uniform flux passes one Coulomb atom and meets a second a distance d behind. An ion with impact parameter b reaches the distance ρ = b + Cd/b from the first atom's axis. With R² = 4Cd, this inverts to b± = [ρ ± √(ρ² − R²)]/2 for ρ > R. Conservation of ions on both branches gives the relative flux

F(ρ) = (1/2ρ) d(b₊² − b₋²)/dρ = (2ρ² − R²)/[2ρ√(ρ² − R²)],

because b₊² − b₋² = ρ√(ρ² − R²). For displacement correlation q, the second atom's position relative to the first has one-axis variance s² = 2σ²(1 − q). Set t = ρ²/2s² and x = R²/2s². The yield is

Y₂ = ∫ₓ^∞ (2t − x)e⁻ᵗ/[2√(t(t − x))] dt.

Substituting t = (x/2)(1 + cosh y) makes the square root (x/2)sinh y, the numerator factor x cosh y, and dt = (x/2)sinh y dy. Thus

Y₂ = (x/2)e^(−x/2) ∫₀^∞ cosh y e^(−(x/2)cosh y) dy = (x/2)e^(−x/2)K₁(x/2).

With d = a₀, Y₂ is 0.895 for q = 0 and 0.788 for q = 0.5. In a simulation at q = 0.5, the ordinary weight gives 0.898, which is the uncorrelated answer and 14% too high. A Gaussian centred at q**u**₁ with variance σ²(1 − q²), the correct conditional density, gives 0.792, with a sampling error of about 0.003. The cure is to condition on every earlier displacement that matters.

**Reusing a displacement.** If an ion meets the same atom twice, or if **u**ᵢ has already influenced **r**ᵢ, the mean identity can fail for the same reason. The deflection of the ion on its approach to an atom is such an influence, but here it moves the position at the layer by at most C/2 ≈ 10⁻⁵ nm, about 10⁻³σ.

**10. Relation to a real wafer**

Axial yields of a few per cent are the rough size found for good silicon crystals with MeV helium, and the model's 2.6% lies in that range. The effects left out have these sizes:

- Energy loss, from a Bethe estimate with a rough mean excitation energy, is 26.7 keV or 1.3% over the full depth. This is a value for a random direction; the valence electrons alone give about 17 keV, nearer to what a well-channelled ion loses. Since S ∝ E⁻², the hit area grows by about 2.7% by the end.
- Electronic scattering is about 1.35 mrad rms over the full depth if all energy loss is assigned to free-electron recoils at the mean electron density. This is not a local bound: near a string the density is several times the mean. A rerun with this uniform spread gives 0.0234 ± 0.0025, which 8000 ions cannot tell from 0.0256. Larger reruns paired by the same thermal displacements gave shifts from −0.004 ± 0.0013 to +0.0014 ± 0.0009, so neither the sign nor the size of the shift in this window is established.
- An assumed vibration correlation of 0.2 lowers the unscreened two-atom yield from 0.895 to 0.868, or 3%; with the Molière deflection the values are 0.921 and 0.898, or 2.6%. This does not determine the change in the deeper yield.
- An assumed beam divergence of 0.5 mrad is 6% of the characteristic angle; a paired rerun with this rms spread shifts the yield by +0.0007 ± 0.0009, which is not resolved.
- The inputs matter at a similar level. Paired reruns shift the yield by −0.0014 ± 0.0008 with the ZBL universal screening function in place of Molière's, and by +0.0014 ± 0.0008 with σ = 0.0078 nm. Each is about 6% but under two standard errors, so neither is resolved by itself. A larger step, to σ = 0.0087 nm, gives a yield rising as σ to the power 1.9 ± 0.3, which implies about 8% at 0.0078 nm.
- The exit path is not modelled. The ion leaves with about 1.13 MeV at 10° from the axis and can be blocked by the lattice. By reciprocity, averaged over the 40 mrad half-angle of the detector, this factor is 0.97 to 1.00, each ± 0.02, for three azimuths tried.

An implanted wafer breaks a stronger assumption, that of a perfect crystal. If a fraction η of atoms sits at random transverse positions and the flux is otherwise unchanged, the yield becomes (1 − η)χ + η. For η = 0.01 it rises from 0.0256 to about 0.035, or 38%, before any extra dechannelling. This figure holds only for random positions. Displaced atoms on particular sites see the local flux instead: a tetrahedral interstitial projects onto a <100> string and adds almost nothing, a site midway between strings sees about 1.25 times the mean flux in this model, and the channel centre sees several times the mean. Surface oxide is also absent from the model. For such material the weight must use the actual distribution of atom positions, including the displaced fraction. The full numerical output follows.

Computed results

```
He energy: 2.00 MeV; Si lattice constant: 0.543 nm
Thermal one-axis rms: 0.0075 nm; screening length: 0.01944 nm
Layer spacing: 0.13575 nm; atoms per layer: 6.7831 nm^-2
Characteristic channelling angle: 8.617 mrad
Impulse angle at 0.01 nm: 1.5649 mrad
Aligned ions: 8000; layers: 800; counted layers: 700
Counted depth: 13.58 to 108.46 nm
Aligned point-density yield: 0.02561 +/- 0.00259
Per-ion variance of point-density yield: 0.05372
Disc 0.003 nm: hits 36, expected 28.11
  yield by counting 0.03352 +/- 0.00657
  yield by weighting 0.02617 +/- 0.00259
  variances: count 0.34569, weight 0.05384, ratio 6.421
  predicted Var(M) 0.18955; sampled 2 Cov 0.02236
Disc 0.006 nm: hits 124, expected 119.57
  yield by counting 0.02886 +/- 0.00392
  yield by weighting 0.02783 +/- 0.00260
  variances: count 0.12315, weight 0.05426, ratio 2.270
  predicted Var(M) 0.04677; sampled 2 Cov 0.01082
Disc 0.012 nm: hits 570, expected 590.16
  yield by counting 0.03317 +/- 0.00281
  yield by weighting 0.03434 +/- 0.00266
  variances: count 0.06301, weight 0.05681, ratio 1.109
  predicted Var(M) 0.01177; sampled 2 Cov -0.00530
Other runs: 4000 ions, 400 layers each
Fixed tilt 120.0 mrad, azimuth 0.37 rad: yield 1.2115 +/- 0.0094
Uniform slopes within +/-120.0 mrad per axis: yield 1.0089 +/- 0.0116
Uniform slopes, disc 0.003 nm: hits 318, expected 309.58
Uniform slopes, disc 0.006 nm: hits 1211, expected 1238.08
Uniform slopes, disc 0.012 nm: hits 4877, expected 4948.82
Counterexample variances: count 0.000, weight 0.250
Two-atom yield, independent: 0.89461
Two-atom yield, correlation 0.5: 0.78782
At that correlation, marginal weight: 0.89764; conditional: 0.79246
Detector angle: 170 deg; solid angle: 5.0 msr
Backscattering hit area: 1.2895e-13 nm^2
L times maximum hit probability: 2.5540e-07
Estimated lower bound on physical variance ratio: 7.7872e+08
Ions for 5% standard error: weight 32751, count at least 2.5504e+13
Rough mean excitation energy: 173 eV; stopping: 245.5 eV/nm
Energy loss over 108.60 nm: 26.67 keV (1.33%)
Upper-estimate electronic rms angle: 1.352 mrad
Yield with that electronic scattering: 0.02344 +/- 0.00250
Two-atom yield at assumed correlation 0.2: 0.86760
Assumed divergence: 0.50 mrad; relative to characteristic angle: 0.0580
```
